# Hellmann-Feynman and Pulay forces in H2 with a minimal basis

## Question

I am trying to understand the forces used in Born-Oppenheimer molecular dynamics, and I chose the smallest molecule I could think of: H₂ at a bond length of 1.4 bohr, restricted Hartree-Fock, STO-3G basis.

The Hellmann-Feynman theorem seems to say that the force on a proton is plain electrostatics: repulsion from the other proton plus attraction by the electron cloud. I computed that. Then I displaced the proton slightly, recomputed the energy, and took the slope. The two forces disagree, even in sign. My self-consistent calculation is converged and a smaller displacement doesn't help.

I have read that a "Pulay correction" is missing. Where does it come from, how do I calculate it here, and does it really account for the whole difference?

## Answer

It does. Your energy depends on the position of the proton in two ways: the proton carries its charge with it, and it also carries its basis function. The electrostatic force accounts for the first dependence and the Pulay force for the second.

### The model and its energy

I use Hartree atomic units. Proton A sits at $z=0$ and proton B at $z=R$. All forces are those on B along $+z$, with A held fixed, so a positive force pushes the atoms apart. By mirror symmetry the force on A is the opposite.

STO-3G gives each atom one s function of fixed shape, $\chi_A$ or $\chi_B$, both real and normalized. The two electrons share the orbital

$$\psi=c_A\chi_A+c_B\chi_B .$$

At the symmetric geometry $c_A=c_B=c$. With the overlap $S=\langle\chi_A|\chi_B\rangle$, normalization requires $c^2(2+2S)=1$. The computed overlap is $S=0.659318$, so

$$c=\frac{1}{\sqrt{2(1+S)}}=0.548934 .$$

The Hartree-Fock energy is

$$E=2\langle\psi|h|\psi\rangle+(\psi\psi|\psi\psi)+\frac1R .$$

Here $h$ contains the kinetic energy and the attraction to both protons, and $(\psi\psi|\psi\psi)$ is the Coulomb repulsion between two electrons in $\psi$.

Now change $\psi$ by $\delta\psi$ while keeping the protons in place. The first term contains $\psi$ twice and has a prefactor 2; the second contains $\psi$ four times. Since everything is real and $h$ is Hermitian,

$$\delta E=4\langle\delta\psi|h|\psi\rangle+4\langle\delta\psi|J|\psi\rangle=4\langle\delta\psi|f|\psi\rangle ,\qquad f=h+J,$$

where $J(\mathbf r)=\int\psi(\mathbf r')^2/|\mathbf r-\mathbf r'|\,d^3r'$ is the repulsion from the other electron.

The self-consistent coefficients make $E$ stationary at fixed norm. With a Lagrange multiplier, this means that $E-2\varepsilon(\langle\psi|\psi\rangle-1)$ does not change to first order when $\delta\psi=\chi_\mu\,\delta c_\mu$. Because $\delta\langle\psi|\psi\rangle=2\langle\delta\psi|\psi\rangle$, the condition is

$$\langle\chi_\mu|f-\varepsilon|\psi\rangle=0,\qquad \mu=A,B. \tag{1}$$

This says that the residual $(f-\varepsilon)\psi$ is orthogonal to the two basis functions. It does not say that the residual is zero.

### Separating the proton from its basis function

Let $Z$ be the position of proton B and $X$ the centre of $\chi_B$. Normally $X=Z=R$, but nothing prevents us from treating them as independent and optimizing the coefficients for each pair $(X,Z)$. The chain rule gives

$$F=-\frac{dE}{dR}=\underbrace{-\frac{\partial E}{\partial Z}}_{F_{HF}}\;\underbrace{-\,\frac{\partial E}{\partial X}}_{F_P},\qquad\text{both at }X=Z=R. \tag{2}$$

In both derivatives the orbital must stay normalized, so $\langle\delta\psi|\psi\rangle=0$. We may therefore subtract $4\varepsilon\langle\delta\psi|\psi\rangle$ and write the orbital's contribution as

$$\delta E=4\langle\delta\psi|f-\varepsilon|\psi\rangle. \tag{3}$$

By equation (1), any part of $\delta\psi$ that comes from changing coefficients contributes nothing. This step needs equation (1) to hold. For symmetric H₂ in STO-3G, symmetry and normalization already fix the coefficients; in a larger basis it requires a converged calculation, and otherwise a further error remains.

### The bare Hellmann-Feynman force

Move only the proton. The basis functions stay put, so the orbital changes only through its coefficients, which drop out. What remains is the explicit dependence on $Z$ in $1/Z$ and in the attraction $-1/|\mathbf r-\mathbf R_B|$. With the electron density $n=2\psi^2$,

$$F_{HF}=\frac1{R^2}+\int n(\mathbf r)\,\frac{z-R}{|\mathbf r-\mathbf R_B|^3}\,d^3r .$$

This is the electrostatic force you computed. To evaluate it, expand the density:

$$n=2c^2\left(\chi_A^2+\chi_B^2+2\chi_A\chi_B\right).$$

Each STO-3G function is a sum of three Gaussians. The product of a Gaussian with exponent $a$ at A and one with exponent $b$ at B is again a spherical Gaussian, with exponent $p=a+b$ and centre $z=bR/p$. For a spherical cloud, Gauss's law says that only the charge within the distance $d$ from its centre to the proton acts. For unit total charge, integration by parts gives

$$\int_0^d4\pi r^2\left(\frac p\pi\right)^{3/2}e^{-pr^2}dr=\operatorname{erf}(\sqrt p\,d)-2\sqrt{\frac p\pi}\,d\,e^{-pd^2}.$$

Multiplying by the number of electrons in the cloud and dividing by $d^2$ gives its pull on B. Let $g_{AA}$ and $g_{AB}$ be the summed pulls of $\chi_A^2$ and $\chi_A\chi_B$, both directed towards A. The cloud $\chi_B^2$ is spherical about B itself and exerts no force on it. Hence

$$F_{HF}=\frac1{R^2}-2c^2g_{AA}-4c^2g_{AB}.$$

With $g_{AA}=0.343259$, $g_{AB}=0.210438$ and $2c^2=0.602657$, the contributions in hartree/bohr are

$$F_{HF}=0.510204-0.206867-0.253643=+0.04969 .$$

The bare force points outward.

### The Pulay force

Now leave both protons in place and move only the centre of $\chi_B$ by $\delta X$. A function displaced to the right has the value that the old function had further left, so

$$\delta\chi_B=-\frac{\partial\chi_B}{\partial z}\,\delta X,\qquad
\delta\psi=-c\,\frac{\partial\chi_B}{\partial z}\,\delta X+\sum_\mu\chi_\mu\,\delta c_\mu .$$

Insert this into equation (3). The sum vanishes by equation (1), leaving

$$\delta E=-4c\left\langle\frac{\partial\chi_B}{\partial z}\middle|f-\varepsilon\middle|\psi\right\rangle\delta X .$$

The force is minus the slope, so the two minus signs cancel:

$$F_P=4c\left\langle\frac{\partial\chi_B}{\partial z}\middle|f-\varepsilon\middle|\psi\right\rangle. \tag{4}$$

The derivative of an s function is p-shaped: positive on one side of B and negative on the other. It is not a combination of $\chi_A$ and $\chi_B$, so equation (1) does not remove this term. The term would vanish if $(f-\varepsilon)\psi=0$ held at every point, as it does for the Hartree-Fock orbital in a complete basis. It is also absent if the basis functions do not move with the atoms, because then $\partial E/\partial X$ never enters.

Splitting $f-\varepsilon$ into its parts gives, in hartree/bohr:

- kinetic energy: $+0.380014$
- attraction to both protons: $-1.081952$
- electron repulsion: $+0.382499$
- normalization, $-4c\,\varepsilon\,\langle\partial_z\chi_B|\psi\rangle$ with $\varepsilon=-0.578203$ hartree: $+0.241292$

Their sum is

$$F_P=-0.07815\ \text{hartree/bohr}.$$

The normalization term cannot be omitted: it is three times as large in magnitude as the final Pulay force.

### Comparison with the energy slope

The central difference with step $s$ is

$$F_{FD}=-\frac{E(R+s)-E(R-s)}{2s}=-E'(R)-\frac{s^2}{6}E'''(R)+\dots$$

The even terms of the Taylor series cancel, so the leading error is proportional to $s^2$. Relative to the analytic sum, the error is $2.6\times10^{-3}$ hartree/bohr for $s=0.1$ bohr and $2.6\times10^{-5}$ for $s=0.01$ bohr, a factor of 100 as expected. This is why reducing your step could not close the gap: the difference converges to the total force, not to the bare one.

With $s=0.0002$ bohr, the separation in equation (2) can be checked piece by piece:

| What moves | Energy difference (hartree/bohr) | Analytic force (hartree/bohr) |
|---|---:|---:|
| Proton B only | $+0.049693$ | $F_{HF}=+0.049693$ |
| $\chi_B$ only | $-0.078147$ | $F_P=-0.078147$ |
| Both | $-0.028454$ | $F_{HF}+F_P=-0.028454$ |

In more familiar units, the sum is $2.555-4.018=-1.463$ eV/Å, the same as the finite-difference force. Neither part alone matches it. The numerical check below tests all three rows.

The sign also makes sense. The energy minimum of this model lies at 1.3459 bohr, so at 1.4 bohr the bond is stretched and the force on B must point inward. The bare force would stretch it further.

For dynamics this matters directly. If the bond, with reduced mass $m$, is propagated by the bare force, $m\ddot R=F_{HF}$, then

$$\frac{d}{dt}\left(\tfrac12m\dot R^2+E\right)=\dot R\,(F_{HF}-F)=-F_P\,\dot R .$$

The sum of kinetic energy and computed potential energy therefore changes whenever the atoms move and $F_P\neq0$, even with a perfect time integrator.

### Does a better basis remove the problem?

Not automatically. Adding only more s functions hardly helps here: 6-31G and 6-311G both lower the energy, yet their Pulay forces at this bond length are $-0.0815$ and $-0.0785$ hartree/bohr, no smaller than in STO-3G, and a saturated set of 14 uncontracted s functions per atom still gives $-0.0766$. With p functions added (6-31G**) it drops to $-0.0125$; the cc-pV$X$Z sets below all contain p functions. In a larger basis, equation (4) becomes a sum over all functions attached to B. At the same bond length, Hartree-Fock gives, in hartree/bohr:

| Basis | Bare | Pulay | Total |
|---|---:|---:|---:|
| STO-3G | $+0.0497$ | $-0.0781$ | $-0.0285$ |
| cc-pVDZ | $+0.0176$ | $-0.0121$ | $+0.0055$ |
| cc-pVTZ | $-0.0002$ | $-0.0046$ | $-0.0048$ |
| cc-pVQZ | $-0.0025$ | $-0.0028$ | $-0.0053$ |

The Pulay force shrinks steadily in this series, but the total is small here too. Even in cc-pVQZ the Pulay part is about half of it, so it still has to be included.

The table also shows what the correction does not do. The STO-3G total is more than five times the cc-pVQZ total, although it is the correct slope of the STO-3G energy. (The cc-pVQZ value is not shown to be the basis-set limit: the total still moves by $0.0005$ hartree/bohr between cc-pVTZ and cc-pVQZ.) The Pulay term makes the force consistent with the energy you calculate; it does not repair that energy. All four rows also omit electron correlation, so none of them is the force in the real molecule.

## Computed values

```
bond length R = 1.4 bohr
overlap S = 0.659318
orbital coefficient c = 0.548934
orbital energy eps = -0.578203 hartree
total energy E = -1.116714 hartree
equilibrium bond length of the model = 1.3459 bohr
electrons in cloud chi_A^2 (same for B) = 0.602657
electrons in overlap cloud = 0.794686
g_AA = 0.343259, g_AB = 0.210438 hartree/bohr
Bare force on B, hartree/bohr:
  proton repulsion = +0.510204
  pull of cloud chi_A^2 = -0.206867
  pull of overlap cloud = -0.253643
  F_HF = +0.049693
Pulay force on B, hartree/bohr:
  kinetic = +0.380014
  nuclear attraction = -1.081952
  electron repulsion = +0.382499
  normalization = +0.241292
  F_P = -0.078147
sum F_HF + F_P = -0.028454 hartree/bohr
Energy differences, step 0.0002 bohr, hartree/bohr:
  proton moved alone = +0.049693
  basis function moved alone = -0.078147
  both moved = -0.028454
Step study of the full difference, hartree/bohr:
  step 0.100 bohr: -0.0258762, error +2.6e-03
  step 0.010 bohr: -0.0284284, error +2.6e-05
  step 0.001 bohr: -0.0284538, error +2.6e-07
Main forces in eV/angstrom:
  F_HF = +2.555, F_P = -4.018
  sum = -1.463, difference = -1.463
Basis study at the same R: bare, Pulay, total, hartree/bohr:
  sto-3g: +0.049693, -0.078147, -0.028454
  cc-pvdz: +0.017583, -0.012081, +0.005501
  cc-pvtz: -0.000201, -0.004574, -0.004775
  cc-pvqz: -0.002489, -0.002768, -0.005257
```
